# Does diffuse surface scattering leave a residual resistivity in thin films?

**Q:** I am estimating the low-temperature resistivity of a thin copper film. As the metal gets colder and purer, its bulk mean free path $\lambda$ grows and its bulk resistivity $\rho_0$ vanishes. The surfaces still scatter, so a residual should remain. For diffuse surfaces and thickness $d$, I use

$$\rho=\rho_0+\frac{3\rho_0\lambda}{8d}.$$

The product $\rho_0\lambda$ does not depend on $\lambda$, so the second term is my floor. Is anything wrong with that?

**A:** The product is indeed constant in a free-electron metal. With $\rho_0=m/(ne^2\tau)$ and $\tau=m\lambda/(\hbar k_F)$,

$$A\equiv\rho_0\lambda=\frac{\hbar k_F}{ne^2},\qquad n=\frac{k_F^3}{3\pi^2}.$$

The trouble is the range of your formula. Let us derive it and see what it requires.

Take classical electrons on a spherical Fermi surface, with an isotropic bulk mean free path. The film fills $0<z<d$ and is much longer and wider than $\lambda$. A uniform field $E$ points along $x$. Write the distribution as $f_0+f_1$. For charge $-e$, the linearized steady Boltzmann equation is

$$v_z\frac{\partial f_1}{\partial z}+\frac{f_1}{\tau}=eEv_x\frac{\partial f_0}{\partial\varepsilon}.$$

Set $f_1=eE(v_x/v_F)(\partial f_0/\partial\varepsilon)\Lambda$, where $\Lambda$ is a length. Let $u=|v_z|/v_F$. For electrons moving upwards, dividing out the common factors gives

$$u\frac{\partial\Lambda}{\partial z}+\frac{\Lambda}{\lambda}=1.$$

A fully diffuse surface sends electrons away with no memory of their drift, so $\Lambda(0)=0$. The solution is

$$\Lambda=\lambda\left(1-e^{-z/(u\lambda)}\right)=\int_0^{z/u}e^{-\ell/\lambda}\,d\ell .$$

The last form is the mean of a free path cut off at $z/u$, the distance back to the surface. Downward-moving electrons give the mirror image.

**Q:** How does that length become a conductivity?

**A:** The current sums $-ev_xf_1$, so the conductivity is proportional to the Fermi-surface average of $n_x^2\Lambda$, with $n_x=v_x/v_F$. In bulk, $\Lambda=\lambda$ and the average of $n_x^2$ is $1/3$. Therefore $\sigma/\sigma_0=3\langle n_x^2\Lambda\rangle/\lambda$, where the average also runs over thickness.

Averaging $n_x^2=(1-u^2)\cos^2\phi$ over azimuth gives $(1-u^2)/2$, and directions on a hemisphere are uniform in $u$. The thickness average is

$$\frac1d\int_0^d\Lambda\,dz=\lambda\left[1-\frac{u\lambda}{d}\left(1-e^{-d/(u\lambda)}\right)\right].$$

With $\kappa=d/\lambda$, this gives

$$\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-u^2)\,g(\kappa/u)\,du,\qquad g(x)=1-\frac{1-e^{-x}}{x}.$$

This is the Fuchs–Sondheimer result for diffuse surfaces. If $\kappa\gg1$, the exponential is negligible for every $u$ between 0 and 1, and

$$\frac{\sigma}{\sigma_0}\simeq\frac32\left[\frac23-\frac1\kappa\int_0^1(u-u^3)\,du\right]=1-\frac{3}{8\kappa}.$$

Inverting to first order in $1/\kappa$ gives your formula. It requires $\lambda\ll d$. Your floor comes from sending $\lambda$ to infinity at fixed $d$, which violates that condition.

**Q:** Then the coefficient $3/8$ may be wrong. But a surface collision still limits each path, so surely some finite value remains?

**A:** Each path is limited, but the limits have no finite average. As $\lambda$ grows, the integral for $\Lambda$ rises steadily towards $z/u$. Its thickness average rises towards $d/(2u)$. Since $\sigma_0/\lambda=1/A$,

$$\sigma\longrightarrow\frac{3}{2A}\int_0^1(1-u^2)\frac{d}{2u}\,du=\infty.$$

The integrand is positive and increases with $\lambda$, so the limit may be taken inside the integral by monotone convergence. The divergence is at $u=0$: electrons moving almost parallel to the film travel very far before meeting a surface. The resistivity of this model therefore tends to zero.

**Q:** I would have assigned the surfaces one scattering rate, of order $v_F/d$. Why does that fail?

**A:** An electron crossing the film meets surfaces at the rate $v_Fu/d$. The hemisphere average of this rate is $v_F/(2d)$, which is finite and suggests a finite path. But different directions carry current in parallel, so conductivity averages paths, which vary as $1/u$ here. The inverse of an average rate is not the average of the inverse rates. In this case the first is finite and the second diverges.

**Q:** How fast does the resistivity fall?

**A:** We need $g$ integrated at small $\kappa$. Define $I_m=\int_0^1u^mg(\kappa/u)\,du$, so that $\sigma/\sigma_0=\frac32(I_0-I_2)$. For $I_0$, substitute $x=\kappa/u$:

$$I_0=\kappa\int_\kappa^\infty\frac{x-1+e^{-x}}{x^3}\,dx.$$

Integrate by parts twice. The boundary terms at infinity vanish, leaving

$$\frac{I_0}{\kappa}=\frac{\kappa-1+e^{-\kappa}}{2\kappa^2}+\frac{1-e^{-\kappa}}{2\kappa}+\frac12\int_\kappa^\infty\frac{e^{-x}}{x}\,dx.$$

One more integration by parts evaluates the last integral:

$$\int_\kappa^\infty\frac{e^{-x}}x\,dx=-e^{-\kappa}\ln\kappa+\int_\kappa^\infty e^{-x}\ln x\,dx.$$

Here $\int_0^\infty e^{-x}\ln x\,dx=\Gamma'(1)=-\gamma$, where $\gamma=0.5772$ is Euler's constant. The missing piece from 0 to $\kappa$ is $\kappa\ln\kappa-\kappa$ to this order. After subtracting it, the $\kappa\ln\kappa$ terms cancel and the integral is $-\ln\kappa-\gamma+\kappa$. The three parts of $I_0/\kappa$ are therefore

$$\left(\frac14-\frac{\kappa}{12}\right)+\left(\frac12-\frac{\kappa}{4}\right)+\frac12\left(\ln\frac1\kappa-\gamma+\kappa\right),$$

so that

$$I_0=\kappa\left[\frac12\ln\frac1\kappa+\frac34-\frac\gamma2\right]+\frac{\kappa^2}{6}+\cdots.$$

For $I_2$, the factor $u^2$ suppresses grazing directions, so we may use $g(x)=x/2-x^2/6+\cdots$:

$$I_2=\frac\kappa2\int_0^1u\,du-\frac{\kappa^2}{6}\int_0^1du+\cdots=\frac\kappa4-\frac{\kappa^2}{6}+\cdots.$$

The next term of $g$ gives $\kappa^3\int du/u$, cut off near $u=\kappa$, so the error is of order $\kappa^3\ln(1/\kappa)$. Subtracting,

$$\frac{\sigma}{\sigma_0}=\frac{3\kappa}{4}\left[\ln\frac1\kappa+1-\gamma\right]+\frac{\kappa^2}{2}+O\!\left(\kappa^3\ln\frac1\kappa\right).$$

Finally, $\rho=(A/\lambda)/(\sigma/\sigma_0)$ and $\lambda\kappa=d$. At leading order, including the constant beside the logarithm,

$$\rho\simeq\frac{4A}{3d\,[\ln(\lambda/d)+1-\gamma]}\longrightarrow0.$$

The $\kappa^2/2$ term adds $2\kappa/3$ inside the square bracket.

**Q:** Can we put my copper film into this? It is 10 nm thick.

**A:** Take a rough lattice constant of 0.361 nm, with four atoms per cubic cell and one conduction electron per atom. Then $n=4/(0.361\ \text{nm})^3=85.0\ \text{nm}^{-3}$ and $k_F=(3\pi^2n)^{1/3}=13.60\ \text{nm}^{-1}$. These give $A=6.573\times10^{-16}\ \Omega\,\text{m}^2$.

Your supposed floor is $3A/(8d)=2.465\ \mu\Omega\,\text{cm}$, and the prefactor of the logarithmic law is $4A/(3d)=8.764\ \mu\Omega\,\text{cm}$. At $\lambda=400$ nm, for example, $\ln40+0.4228=4.112$, so the law gives $8.764/4.112=2.13\ \mu\Omega\,\text{cm}$. The full integral gives 2.12. With $d$ and $A$ fixed, the resistivities in $\mu\Omega\,\text{cm}$ are:

| $\lambda$ (nm) | Full integral | Your formula |
|---:|---:|---:|
| 40 | 4.48 | 4.11 |
| 400 | 2.12 | 2.63 |
| 4000 | 1.37 | 2.48 |
| 400000 | 0.795 | 2.47 |

The full result reaches your floor at $\lambda=223$ nm and then passes below it. The last row probes the limit; it does not describe an available film.

**Q:** At 40 nm my formula is only 8% low, relative to the full result. That is roughly copper at room temperature, and $\lambda$ is already four times $d$.

**A:** Yes, at this ratio $\lambda/d$ it remains a fair numerical estimate, although its derivation no longer applies. That agreement does not justify the extrapolation.

Look also at the film resistivity minus the bulk value. It is 2.83, 1.96, 1.35 and 0.795 $\mu\Omega\,\text{cm}$ down the table. If surfaces added a fixed resistivity, these four numbers would be equal.

**Q:** The decrease is slow. Could an experimenter mistake it for a plateau?

**A:** Within this model, yes, if the data scatter enough: doubling $\lambda$ from 4000 nm lowers the resistivity by only about 10%. Conductivity shows the law more clearly: it is linear in $\ln\lambda$ once $\lambda\gg d$. Each decade adds

$$\Delta\sigma=\frac{3d\ln10}{4A}=\frac{2.303}{8.764}=0.263\ (\mu\Omega\,\text{cm})^{-1}.$$

To halve the resistivity, the bracket must double. If the new path is $\lambda'$,

$$\ln\frac{\lambda'}d+1-\gamma=2\left(\ln\frac\lambda d+1-\gamma\right)
\quad\Longrightarrow\quad
\frac{\lambda'}d=e^{1-\gamma}\left(\frac\lambda d\right)^2.$$

Starting from $\lambda=4000$ nm, where $\lambda/d=400$, this requires $\lambda'=2.44$ mm. The full integral at that path gives 0.5001 of the starting resistivity.

**Q:** Can you show that the grazing electrons are responsible, rather than just the place where an integral happens to diverge?

**A:** Remove them and see whether a floor returns. If directions with $u<u_c$ carry no current, the infinite-$\lambda$ conductivity becomes

$$\sigma_c=\frac{3d}{4A}\int_{u_c}^1\left(\frac1u-u\right)du=\frac{3d}{4A}\left[\ln\frac1{u_c}-\frac{1-u_c^2}{2}\right].$$

This is finite. For $u_c=0.1$, the bracket is $2.303-0.495=1.808$, and the floor is $4.85\ \mu\Omega\,\text{cm}$. The integral without these electrons gives 6.67, 5.03, 4.87 and 4.85 for the four paths, so it does level off.

The removed directions are one tenth of the Fermi sphere. In the complete film they carry 33% of the current at $\lambda=40$ nm and 84% at 400000 nm.

**Q:** Real surfaces are not fully diffuse. Does partial reflection restore the floor?

**A:** No, it lowers the resistivity. Let a fraction $p$ reflect specularly, keeping its in-plane velocity. By mirror symmetry, the condition for upward electrons becomes $\Lambda(0)=p\Lambda(d)$. Try $\Lambda=\lambda(1-Ce^{-z/(u\lambda)})$, and write $x=\kappa/u$ and $\mathcal E=e^{-x}$. Then

$$1-C=p(1-C\mathcal E)\quad\Longrightarrow\quad C=\frac{1-p}{1-p\mathcal E}.$$

Averaging over thickness replaces $g$ by

$$g_p(x)=1-\frac{(1-p)(1-\mathcal E)}{x(1-p\mathcal E)}.$$

For fixed $p<1$ and small $x$, use $1-\mathcal E\simeq x-x^2/2$ and $1-p\mathcal E\simeq(1-p)+px$. To first order,

$$g_p\simeq\frac x2+\frac{px}{1-p}=\frac x2\,\frac{1+p}{1-p}.$$

The leading logarithm in the conductivity is multiplied by $(1+p)/(1-p)$. The resistivity still vanishes logarithmically, with a smaller prefactor. For $p=0.2$ and $\lambda=40$ nm, the film value drops from 4.48 to $3.78\ \mu\Omega\,\text{cm}$.

**Q:** Should $p$ be the same for grazing and steep incidence?

**A:** Wave reflection suggests otherwise. A surface height $\zeta$ shifts the reflected phase by $2k_Fu\zeta$. For Gaussian heights of rms size $h$, the mean amplitude is $\exp[-2(k_Fhu)^2]$. Squaring it gives the specular probability

$$p(u)=e^{-a^2u^2},\qquad a=2k_Fh.$$

Treat the remainder as diffuse. This phase argument ignores the lateral scale of the roughness and is least reliable at grazing incidence, so take what follows as a property of this formula for $p(u)$. Grazing electrons now reflect almost specularly, with $1-p\simeq a^2u^2$. For small $x$, $1-p\mathcal E\simeq a^2u^2+x$ and $(1-\mathcal E)/x\simeq1$, so

$$g_p\simeq1-\frac{a^2u^2}{a^2u^2+x}=\frac{\kappa}{\kappa+a^2u^3}.$$

The important directions have $u\sim(\kappa/a^2)^{1/3}\ll1$. We may therefore drop the $u^2$ in the angular weight and extend the integral to infinity. Setting $u=(\kappa/a^2)^{1/3}t$ and using $\int_0^\infty dt/(1+t^3)=2\pi/(3\sqrt3)$,

$$\frac\sigma{\sigma_0}\simeq\frac{\pi}{\sqrt3}\left(\frac{\kappa}{a^2}\right)^{1/3},\qquad \rho\propto\lambda^{-2/3}.$$

This decrease is faster than logarithmic. For $h=0.3$ nm, $a=8.16$, and the film values are 4.07, 1.12, 0.263 and $0.0125\ \mu\Omega\,\text{cm}$. The last hundredfold rise in $\lambda$ lowers $\rho$ by a factor of 21, close to $100^{2/3}=21.5$. That last value relies on $u\approx0.007$, below the smallest angle a 10 nm film allows (see the next answer), so it probes the classical limit only. The exponent also depends on the form of $p(u)$. For a hard wall whose roughness has a finite lateral scale, wave scattering gives $1-p\simeq cu$ at grazing incidence: a sinusoidal wall of 0.3 nm rms height and 8 nm period has $1-p=0.13$ at $u=0.023$, against 0.035 from the formula above. The same steps then give $g_p\simeq\kappa/(\kappa+cu^2)$ and $\rho\propto\lambda^{-1/2}$, still faster than logarithmic.

**Q:** Does quantum mechanics allow motion exactly parallel to a 10 nm film?

**A:** With hard walls it does not, and here a floor can return. The normal wave number is $n\pi/d$ with $n=1,2,\ldots$, so the directions become discrete:

$$u_n=\frac{n\pi}{k_Fd}.$$

This film has 43 occupied subbands and no state with $u=0$. As an estimate, give each subband the thickness-averaged classical diffuse path, $\Lambda_n=\lambda\,g(\kappa/u_n)$. Its sheet conductance is $(e^2/h_P)k_\parallel\ell_\parallel$, where $h_P$ is Planck's constant, $k_\parallel=k_F\sqrt{1-u_n^2}$ and $\ell_\parallel=\Lambda_nk_\parallel/k_F$. Summing and dividing by $d$,

$$\sigma=\frac{e^2k_F}{h_Pd}\sum_n(1-u_n^2)\Lambda_n.$$

From $1/A=e^2k_F^2/(3\pi^2\hbar)$, the prefactor equals $(3/2A)(\pi/k_Fd)$. This is the classical integral with $du$ replaced by the subband spacing. As $\lambda\to\infty$, $\Lambda_n\to d/(2u_n)$, and

$$\sigma\to\frac{3d}{4A}\sum_{n=1}^{43}\frac{1-u_n^2}{n}.$$

The sum is finite, and the corresponding floor is $2.28\ \mu\Omega\,\text{cm}$.

**Q:** That is close to my 2.465. Was I right after all?

**A:** Not for the reason you gave. This floor depends on the number of subbands through the sum, whereas your coefficient $3/8$ does not. Their closeness at 10 nm does not validate the thick-film extrapolation.

The estimate does show where the classical logarithm stops being trustworthy. Its angular cutoff, $u\sim d/\lambda$, reaches the lowest subband angle when $\lambda\sim k_Fd^2/\pi=433$ nm. At 400 nm the subband estimate is already $2.60\ \mu\Omega\,\text{cm}$, against 2.12 classically. It keeps $k_F$ fixed, neglecting the shift of the Fermi level caused by confinement (0.6% in $k_F$, which would lower 2.28 and 2.60 to 2.25 and 2.57), and it does not treat quantum scattering between subbands. Nor does it include the angle-dependent specularity we just discussed. With $p=e^{-a^2u^2}$ and the roughness used there, that would lower the subband floor by a factor of about 18, and with a grazing law $1-p\propto u$ by a smaller factor that depends on the lateral scale of the roughness, so the value $2.28\ \mu\Omega\,\text{cm}$ belongs to fully diffuse walls only.

**Q:** My films also have grains about as large as their thickness. Do those matter more than the surfaces?

**A:** They can. In the Mayadas–Shatzkes model, boundaries normal to the current, with spacing $D$ and reflection coefficient $R$ at normal incidence, change the path to

$$\lambda^*=\frac{\lambda}{1+\alpha/c},\qquad c=|n_x|,\qquad \alpha=\frac\lambda D\frac R{1-R}.$$

Without surface scattering, the average over the Fermi sphere is

$$\frac{\sigma}{\sigma_0}=3\int_0^1\frac{c^3}{c+\alpha}\,dc\longrightarrow\frac3{4\alpha}\qquad(\alpha\to\infty).$$

Thus

$$\rho\to\frac{4A}{3D}\frac R{1-R}.$$

This limit is finite because $\lambda^*\to cD(1-R)/R$, which is bounded in every direction. For $D=10$ nm and an assumed $R=0.3$, the floor is $8.764\times0.3/0.7=3.76\ \mu\Omega\,\text{cm}$. At $\lambda=40$ nm, bulk and grain scattering together give 5.48, more than the 4.48 from bulk and diffuse surfaces.

**Q:** So what may I use for an actual copper line or film?

**A:** A 10 nm thickness and a 40 nm path are a reasonable rough setting for copper at room temperature. The model's bulk value there is $1.64\ \mu\Omega\,\text{cm}$, near the rough real value of 1.7. The longer paths require cold, pure metal, and grains comparable with the thickness would break the assumption of a uniform crystal. For the grain parameters above, grain boundaries without any surface scattering already give a limit near $3.8\ \mu\Omega\,\text{cm}$ instead of zero, and diffuse surfaces would raise it further. Copper's Fermi surface is also not a sphere, an effect I have not sized. A line adds side walls, which this film calculation omits, and they restore a classical floor once $\lambda$ exceeds the width, because only directions near the line axis then escape the walls. With all walls diffuse and $d=10$ nm, the limit is 5.9, 2.5 and $1.5\ \mu\Omega\,\text{cm}$ for widths of 10, 100 and 1000 nm.

**Q:** Then if I measure a low-temperature plateau, I should not assign it to classical diffuse surfaces by fitting $3A/(8d)$.

**A:** Right. For a wide film with $\lambda\gg d$, that fit uses a formula outside its range. Grain boundaries could produce a plateau, and so could a bulk path that has stopped growing because of impurities. So could the side walls, if the path exceeds the sample width. Subband quantization could too, at a path that depends on how the walls scatter grazing electrons: for this film the estimate levels off at a few micrometres with fully diffuse walls, and only at tens of micrometres or more with $p=e^{-a^2u^2}$ and 0.3 nm roughness. To separate them, compare films of different thickness and grain size, and find the bulk path independently. The numerical output lists the values for this example.

## Numbers as computed

```
lattice constant (rough input): 0.361 nm
film thickness d: 10 nm
electron density: 85.0 nm^-3
Fermi wave number: 13.60 nm^-1
A = rho_bulk*lam: 6.573e-16 ohm m^2
Euler constant gamma: 0.5772; 1-gamma: 0.4228
supposed floor 3A/(8d): 2.465 uohm cm
prefactor 4A/(3d): 8.764 uohm cm
resistivities in uohm cm:
lam(nm)   bulk     film     thick-f. log-law  film-bulk
40        1.64327   4.4763   4.1082   4.8445   2.8330
400       0.16433   2.1231   2.6292   2.1315   1.9587
4000      0.01643   1.3660   2.4813   1.3664   1.3496
400000    0.00016   0.7953   2.4651   0.7953   0.7952
lam(nm)   kappa=d/lam   film/bulk conductivity ratio
40        2.500e-01     3.6711e-01
400       2.500e-02     7.7401e-02
4000      2.500e-03     1.2030e-02
400000    2.500e-05     2.0661e-04
film equals supposed floor at lam: 223 nm
conductivity gain per decade: 0.2627 (uohm cm)^-1
lam that halves the 4000 nm film value: 2.44 mm
film resistivity ratio at that lam: 0.5001
grazing cut u_c: 0.1
floor without grazing electrons: 4.849 uohm cm
lam(nm)   grazing share(%)   rho without them (uohm cm)
40          32.9             6.667
400         57.8             5.030
4000        71.9             4.867
400000      83.6             4.849
constant specularity p: 0.2
film at lam=40 nm with this p: 3.778 uohm cm
rms roughness: 0.3 nm; 2*k_f*h: 8.16
number of subbands: 43
subband-estimate floor: 2.279 uohm cm
lam = k_f*d^2/pi, subband scale: 433 nm
grain size: 10 nm; reflection R: 0.3
grain-boundary floor: 3.756 uohm cm
neglected effects, resistivities in uohm cm:
lam(nm)   rough-surface  subbands  grains-only
40           4.0705      4.6943    5.4837
400          1.1153      2.6036    3.9310
4000         0.2632      2.3131    3.7736
400000       0.0125      2.2794    3.7562
```
